# Mean confinement energy of a film with small Gaussian thickness fluctuations: a numerical check

```python
"""Mean hard-wall confinement energy of a film with small thickness fluctuations.

Result under test: for E(L) = (pi hbar n)^2 / (2 m L^2) and L = L0 (1 + x),
with x a narrow symmetric Gaussian of standard deviation s, cut at |x| <= c < 1,
    <E> / E(L0) - 1 = 3 s^2 + 15 s^4 + ...
L0: mean thickness, sigma = s L0: rms thickness fluctuation,
Lambda: in-plane correlation length, m_z: confinement mass, m_t: in-plane mass.
Internal units: nm, eV, and masses in units of the free-electron mass.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m0), eV nm^2
L0, sigma, Lambda, Lambda_short = 3.0, 0.3, 100.0, 2.0
m_z, m_t, temperature = 0.92, 0.19, 300.0
barrier_height, m_oxide = 3.1, 0.5
gate_field = 0.05                                     # V/nm
alpha = 0.5                                           # nonparabolicity, 1/eV
cut = 0.5
s = sigma / L0
kT = const.k * temperature / const.e


def hard_wall(width, n=1, mass=m_z):
    return HB * (np.pi * n / width)**2 / mass


def level(width, field=0.0, barrier=0.0, state=0):
    """Eigenvalue from linear elements with lumped weights; z = 0 at mid-plane."""
    h = np.full(400, width / 400)
    mass = np.full(400, m_z)
    potential = np.zeros(400)
    if barrier > 0:
        side = np.full(150, 0.01)
        h = np.concatenate([side, h, side])
        mass = np.concatenate([0 * side + m_oxide, mass, 0 * side + m_oxide])
        potential = np.concatenate([0 * side + barrier, potential,
                                    0 * side + barrier])
    z = np.cumsum(h)[:-1] - h.sum() / 2
    stiffness = HB / (mass * h)
    weight = (h[1:] + h[:-1]) / 2
    pot_energy = (potential[1:] * h[1:] + potential[:-1] * h[:-1]) / 2
    diagonal = (stiffness[1:] + stiffness[:-1] + pot_energy) / weight + field * z
    off = -stiffness[1:-1] / np.sqrt(weight[1:] * weight[:-1])
    return eigh_tridiagonal(diagonal, off, eigvals_only=True, select='i',
                            select_range=(state, state))[0]


def average(function, width, limit=cut, nodes=400):
    """Average over the normalized Gaussian in x, cut at |x| <= limit."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    x = x * min(limit, 10 * width)
    w = w * np.exp(-x**2 / (2 * width**2))
    return np.sum(w * function(x)) / np.sum(w)


def curvature_shift(energy, step=0.02):
    second = (energy(L0 + step) - 2 * energy(L0) + energy(L0 - step)) / step**2
    return 0.5 * sigma**2 * second


# Hard-wall levels and the mean of diagonalized levels
E1 = hard_wall(L0)
assert abs(level(L0) / E1 - 1) < 2e-5
assert abs(level(L0, state=1) / hard_wall(L0, 2) - 1) < 1e-4


def diagonalized_excess(width, state=0):
    mean = average(lambda x: np.array([level(L0 * (1 + u), state=state)
                                       for u in x]), width, nodes=60)
    return mean / level(L0, state=state) - 1


excess_diag = diagonalized_excess(s)
excess = average(lambda x: (1 + x)**-2, s) - 1
variance = average(lambda x: x**2, s)
fourth = average(lambda x: x**4, s)
upper_bound = 3 * variance + 5 * fourth / (1 - cut**2)**2
assert abs(excess_diag - excess) < 1e-6
assert 3 * variance < excess_diag < upper_bound
small = 0.02
coefficient = diagonalized_excess(small) / small**2
assert abs(coefficient - 3 - 15 * small**2) < 1e-3
assert abs(diagonalized_excess(small, 1) / small**2 - coefficient) < 1e-3
two_valued = (level(L0 * (1 + small)) + level(L0 * (1 - small))) / 2
two_valued = (two_valued / level(L0) - 1) / small**2
assert abs(two_valued - 3) < 0.01

# Paired-fluctuation identity
y = sp.symbols('y')
paired = ((1 + y)**-2 + (1 - y)**-2) / 2
assert sp.simplify(paired - 1 - 3*y**2 - y**4*(5 - 3*y**2)/(1 - y**2)**2) == 0

# Divergence without a cut, seen on a broad Gaussian; harmless cut for the film
broad, eps = 0.3, 1e-7


def density(u, width):
    return np.exp(-(u - 1)**2 / (2 * width**2)) / (np.sqrt(2 * np.pi) * width)


tail = quad(lambda t: density(np.exp(t), broad) * np.exp(-t),
            np.log(eps), np.log(4.0), limit=500)[0]
assert abs(tail * eps / density(0.0, broad) - 1) < 1e-3
excess_wide = average(lambda x: (1 + x)**-2, s, limit=0.7) - 1
assert abs(excess_wide - excess) < 1e-5
danger_thickness = L0 * density(0.0, s) / (3 * s**2)

# Spread of the local edge
spread = E1 * np.sqrt(average(lambda x: (1 + x)**-4, s) - (1 + excess)**2)
spread_small = np.sqrt(average(lambda x: (1 + x)**-4, small)
                       - average(lambda x: (1 + x)**-2, small)**2)
assert abs(spread_small / (2 * small) - 1) < 0.01

# Lateral kinetic energy of a uniform envelope over a film with one wavy wall
period, dx = 20.0, 1e-3
z_grid = np.linspace(0, 1.2 * L0, 6001)


def wavy(x):
    return L0 * (1 + np.sqrt(2) * s * np.cos(2 * np.pi * x / period))


def mode(width):
    inside = np.sqrt(2 / width) * np.sin(np.pi * z_grid / width)
    return np.where(z_grid < width, inside, 0.0)


lateral = 0.0
for x in (np.arange(200) + 0.5) * period / 200:
    slope = (mode(wavy(x + dx)) - mode(wavy(x - dx))) / (2 * dx)
    lateral += HB / m_t * np.sum(slope**2) * (z_grid[1] - z_grid[0]) / 200
shape = np.pi**2 / 3 + 0.25
lateral_formula = HB / m_t * shape * (2 * np.pi * sigma / period)**2 / L0**2
assert abs(lateral / lateral_formula - 1) < 0.03   # formula is leading order in s


def slope_energy(length):
    return HB / m_t * shape * 4 * sigma**2 / length**2 / L0**2


def correlation(a, b):
    return sigma**2 * np.exp(-(a**2 + b**2) / Lambda**2)


d = 0.5
mean_slope2 = (4 * correlation(0, 0) - 2 * correlation(d, 0)
               - 2 * correlation(0, d)) / d**2
assert abs(mean_slope2 / (4 * sigma**2 / Lambda**2) - 1) < 1e-3
shift3 = 3 * s**2 * E1
crossover = Lambda * np.sqrt(slope_energy(Lambda) / shift3)

# Thermal weighting of nondegenerate carriers
ratio = E1 / kT


def thermal_changes(width):
    def boltz(x):
        return np.exp(-ratio * ((1 + x)**-2 - 1))
    norm = average(boltz, width)
    mean = average(lambda x: boltz(x) * ((1 + x)**-2 - 1), width) / norm
    return mean, -np.log(norm) / ratio


tiny = 0.005
carrier_small, edge_small = thermal_changes(tiny)
assert abs(carrier_small / tiny**2 - (3 - 4 * ratio)) < 0.02
assert abs(edge_small / tiny**2 - (3 - 2 * ratio)) < 0.02
carrier_change, edge_change = thermal_changes(s)

# Finite barrier, gate field, nonparabolicity, atomic planes
E_barrier = level(L0, barrier=barrier_height)
shift_barrier = curvature_shift(lambda w: level(w, barrier=barrier_height))
coef_barrier = shift_barrier / E_barrier / s**2
kappa = np.sqrt(m_oxide * barrier_height / HB)
L_eff = L0 + 2 * m_oxide / (m_z * kappa)
assert abs(E_barrier / hard_wall(L_eff) - 1) < 0.01
assert abs(coef_barrier / (3 * (L0 / L_eff)**2) - 1) < 0.01
assert abs(curvature_shift(level) / shift3 - 1) < 1e-3
E_field = level(L0, field=gate_field)
shift_field = curvature_shift(lambda w: level(w, field=gate_field))
assert shift_field < shift3


def nonparabolic(width):
    return (np.sqrt(1 + 4 * alpha * hard_wall(width)) - 1) / (2 * alpha)


shift_nonpar = curvature_shift(nonparabolic)
plane = const.physical_constants['lattice parameter of silicon'][0] * 1e9 / 4
count = int(cut * L0 / plane)
offsets = np.arange(-count, count + 1) * plane / L0
weights = np.exp(-offsets**2 / (2 * s**2))
excess_planes = np.sum(weights * (1 + offsets)**-2) / weights.sum() - 1
assert abs(excess_planes - excess) < 2e-5

# Other levels, thermal wavelength and onset of degeneracy
E_light = hard_wall(L0, mass=m_t)
occupation_2 = np.exp(-(hard_wall(L0, 2) - E1) / kT)
occupation_light = 2 * np.sqrt(m_z / m_t) * np.exp(-(E_light - E1) / kT)
thermal_length = np.sqrt(4 * np.pi * HB / (m_t * kT))
sheet_density = 2 * m_t * kT / (2 * np.pi * HB) * 1e14   # two valleys, two spins


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("mean thickness L0", L0, "nm", 1)
show("rms thickness fluctuation sigma", sigma, "nm", 1)
show("correlation length Lambda", Lambda, "nm", 0)
show("confinement mass m_z", m_z, "m0", 2)
show("in-plane mass m_t", m_t, "m0", 2)
show("temperature", temperature, "K", 0)
show("thermal energy kT", 1e3 * kT, "meV", 2)
show("relative fluctuation s", s, "", 2)
show("cut on |x|", cut, "", 2)
show("hard-wall ground energy E1", 1e3 * E1, "meV", 2)
show("leading fractional increase 3 s^2", 300 * s**2, "%", 2)
show("leading energy shift", 1e3 * shift3, "meV")
show("next term 15 s^4", 1500 * s**4, "%")
show("full increase, truncated Gaussian", 100 * excess, "%", 4)
show("full increase, diagonalized levels", 100 * excess_diag, "%", 4)
show("upper bound on increase", 100 * upper_bound, "%")
show("full mean energy", 1e3 * E1 * (1 + excess), "meV", 2)
show("coefficient from diagonalization at s=0.02", coefficient, "", 4)
show("coefficient, two-valued thickness at s=0.02", two_valued, "", 4)
print(f"lower cutoff where divergent tail equals 3 s^2: {danger_thickness:.1e} nm")
show("rms spread, leading 2 s E1", 2e3 * s * E1, "meV", 2)
show("rms spread, full", 1e3 * spread, "meV", 2)
show("lateral term at Lambda=100 nm", 1e3 * slope_energy(Lambda), "meV", 4)
show("lateral term at Lambda=2 nm", 1e3 * slope_energy(Lambda_short), "meV", 2)
show("Lambda where lateral term equals 3 s^2 shift", crossover, "nm", 2)
show("E1/kT", ratio, "")
show("carrier mean change, leading", 100 * s**2 * (3 - 4 * ratio), "%", 2)
show("carrier mean change, full", 100 * carrier_change, "%", 2)
show("effective edge change, leading", 100 * s**2 * (3 - 2 * ratio), "%", 2)
show("effective edge change, full", 100 * edge_change, "%", 2)
show("oxide barrier", barrier_height, "eV", 1)
show("oxide mass", m_oxide, "m0", 1)
show("effective width with finite barrier", L_eff, "nm")
show("ground energy with finite barrier", 1e3 * E_barrier, "meV", 2)
show("s^2 coefficient with finite barrier", coef_barrier, "")
show("curvature shift with finite barrier", 1e3 * shift_barrier, "meV")
show("gate field", 10 * gate_field, "MV/cm", 1)
show("ground energy in gate field", 1e3 * E_field, "meV", 2)
show("curvature shift in gate field", 1e3 * shift_field, "meV")
show("nonparabolicity", alpha, "1/eV", 1)
show("ground energy, nonparabolic", 1e3 * nonparabolic(L0), "meV", 2)
show("curvature shift, nonparabolic", 1e3 * shift_nonpar, "meV")
show("atomic plane spacing", plane, "nm", 4)
show("full increase with atomic planes", 100 * excess_planes, "%", 4)
show("second subband energy", 1e3 * hard_wall(L0, 2), "meV", 1)
show("light-confinement-mass valley energy", 1e3 * E_light, "meV", 1)
show("second subband relative occupation", 100 * occupation_2, "%", 2)
show("light-mass valleys relative occupation", 100 * occupation_light, "%", 2)
show("thermal wavelength in plane", thermal_length, "nm", 2)
print(f"sheet density scale for degeneracy: {sheet_density:.2e} cm^-2")
print("every check passed")
```

It prints:

```
mean thickness L0: 3.0 nm
rms thickness fluctuation sigma: 0.3 nm
correlation length Lambda: 100 nm
confinement mass m_z: 0.92 m0
in-plane mass m_t: 0.19 m0
temperature: 300 K
thermal energy kT: 25.85 meV
relative fluctuation s: 0.10
cut on |x|: 0.50
hard-wall ground energy E1: 45.41 meV
leading fractional increase 3 s^2: 3.00 %
leading energy shift: 1.362 meV
next term 15 s^4: 0.150 %
full increase, truncated Gaussian: 3.1615 %
full increase, diagonalized levels: 3.1615 %
upper bound on increase: 3.267 %
full mean energy: 46.85 meV
coefficient from diagonalization at s=0.02: 3.0060
coefficient, two-valued thickness at s=0.02: 3.0020
lower cutoff where divergent tail equals 3 s^2: 7.7e-20 nm
rms spread, leading 2 s E1: 9.08 meV
rms spread, full: 9.92 meV
lateral term at Lambda=100 nm: 0.0028 meV
lateral term at Lambda=2 nm: 7.10 meV
Lambda where lateral term equals 3 s^2 shift: 4.57 nm
E1/kT: 1.757
carrier mean change, leading: -4.03 %
carrier mean change, full: -3.90 %
effective edge change, leading: -0.51 %
effective edge change, full: -0.57 %
oxide barrier: 3.1 eV
oxide mass: 0.5 m0
effective width with finite barrier: 3.170 nm
ground energy with finite barrier: 40.65 meV
s^2 coefficient with finite barrier: 2.682
curvature shift with finite barrier: 1.090 meV
gate field: 0.5 MV/cm
ground energy in gate field: 40.16 meV
curvature shift in gate field: 1.086 meV
nonparabolicity: 0.5 1/eV
ground energy, nonparabolic: 44.43 meV
curvature shift, nonparabolic: 1.268 meV
atomic plane spacing: 0.1358 nm
full increase with atomic planes: 3.1615 %
second subband energy: 181.7 meV
light-confinement-mass valley energy: 219.9 meV
second subband relative occupation: 0.51 %
light-mass valleys relative occupation: 0.52 %
thermal wavelength in plane: 9.87 nm
sheet density scale for degeneracy: 4.10e+12 cm^-2
every check passed
```
